# Substrate curvature from unequal principal stresses in a thin film: verification in Python

```python
# Result under test: a thin film with principal stresses sigma_x, sigma_y
# on a free isotropic plate produces the curvature
#   kappa_x = 6 h_f (sigma_x - nu_s sigma_y) / (E_s h_s^2),
# and the same with x and y exchanged for kappa_y.
# h_f, h_s: film and substrate thickness; E_s, nu_s: substrate Young modulus
# and Poisson ratio. Tension is positive; the film is on the top face (+z).
# kappa = second derivative of deflection; positive is concave on the film side.
# Lengths are in angstrom, stresses and moduli in eV/angstrom^3.
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import angstrom

E_s, nu_s = 1.0, 0.25
h_s, h_f = 5.0e6, 1.0e3
sigma_x, sigma_y = 0.006, 0.001
length_x, length_y = 20 * h_s, 16 * h_s
nu_film = 0.30


def stoney(s_along, s_across, film_thickness, plate_thickness):
    return (6 * film_thickness * (s_along - nu_s * s_across)
            / (E_s * plate_thickness**2))


kappa_x = stoney(sigma_x, sigma_y, h_f, h_s)
kappa_y = stoney(sigma_y, sigma_x, h_f, h_s)

# ---- Three-dimensional elasticity of a finite free plate -----------------
# Polynomial displacements minimise substrate energy plus film work.
# No straight-normal or plane-stress assumption is imposed.
half_sizes = (length_x / 2, length_y / 2, h_s / 2)
odd, even = (1, 3, 5, 7), (0, 2, 4, 6, 8)
basis = []
for component, (x_degrees, y_degrees) in enumerate(
        ((odd, even), (even, odd), (even, even))):
    for i in x_degrees:
        for j in y_degrees:
            for k in range(4):
                # Omitting the constant vertical shift fixes the rigid motion.
                if (component, i, j, k) != (2, 0, 0, 0):
                    basis.append((component, i, j, k))


def strain_matrix(points):
    """Strains xx, yy, zz, yz, xz, xy (engineering shear) of each basis field."""
    result = np.zeros((6, points.shape[1], len(basis)))
    shear_row = {(1, 2): 3, (0, 2): 4, (0, 1): 5}
    for column, (component, *degrees) in enumerate(basis):
        polys = [Legendre.basis(n) for n in degrees]
        values = [p(t) for p, t in zip(polys, points)]
        slopes = [p.deriv()(t) / half
                  for p, t, half in zip(polys, points, half_sizes)]
        for axis in range(3):
            factors = list(values)
            factors[axis] = slopes[axis]
            gradient = factors[0] * factors[1] * factors[2]
            if axis == component:
                row = axis
            else:
                row = shear_row[tuple(sorted((axis, component)))]
            result[row, :, column] += gradient
    return result


def volume_rule(plan_fraction):
    """Scaled quadrature points and weights for an average over the volume."""
    t, wt = leggauss(10)
    z, wz = leggauss(5)
    grid = np.meshgrid(plan_fraction * t, plan_fraction * t, z, indexing="ij")
    weights = np.einsum("i,j,k->ijk", wt, wt, wz).ravel() / 8
    return np.array([g.ravel() for g in grid]), weights


lame = E_s * nu_s / ((1 + nu_s) * (1 - 2 * nu_s))
shear_modulus = E_s / (2 * (1 + nu_s))
C_solid = np.zeros((6, 6))
C_solid[:3, :3] = lame
C_solid += np.diag([2 * shear_modulus] * 3 + [shear_modulus] * 3)

points, weights = volume_rule(1.0)
strains = strain_matrix(points)
stiffness = np.zeros((len(basis), len(basis)))
for a in range(6):
    for b in range(6):
        if C_solid[a, b] != 0:
            stiffness += C_solid[a, b] * (
                strains[a].T @ (weights[:, None] * strains[b]))

t, wt = leggauss(10)
tx, ty = np.meshgrid(t, t, indexing="ij")
surface_points = np.array([tx.ravel(), ty.ravel(), np.ones(tx.size)])
surface_weights = np.outer(wt, wt).ravel() / 4
surface_strains = strain_matrix(surface_points)
film_work = h_f / h_s * (surface_weights @ (
    sigma_x * surface_strains[0] + sigma_y * surface_strains[1]))
amplitudes = np.linalg.solve(stiffness, -film_work)


def measured_curvatures(plan_fraction):
    """Curvature from the first thickness moment of the in-plane strain."""
    p, w = volume_rule(plan_fraction)
    b = strain_matrix(p)
    return np.array([-6 / h_s * np.sum(w * p[2] * (b[i] @ amplitudes))
                     for i in range(2)])


predicted = np.array([kappa_x, kappa_y])
average_3d = measured_curvatures(1.0)
central_3d = measured_curvatures(0.5)
stretch_3d = np.array([weights @ (strains[i] @ amplitudes) for i in range(2)])
stretch = -predicted * h_s / 6
assert np.allclose(average_3d, predicted, rtol=1e-6, atol=0)
assert np.allclose(stretch_3d, stretch, rtol=1e-6, atol=0)
# Edge fields and the finite polynomial basis limit the local comparison.
assert np.max(np.abs(central_3d - predicted)) < 0.03 * abs(kappa_x)

# Stress recovery uses curvatures from the three-dimensional calculation.
prefactor = E_s * h_s**2 / (6 * h_f * (1 - nu_s**2))
recovered_x = prefactor * (average_3d[0] + nu_s * average_3d[1])
recovered_y = prefactor * (average_3d[1] + nu_s * average_3d[0])
assert np.allclose([recovered_x, recovered_y], [sigma_x, sigma_y], rtol=1e-6)
equal_stress_guess = E_s * h_s**2 * average_3d[0] / (6 * h_f * (1 - nu_s))


# ---- Bilayer with a film of finite thickness and stiffness ----------------
def plane_stress_matrix(young, poisson):
    return young / (1 - poisson**2) * np.array([
        [1, poisson, 0], [poisson, 1, 0], [0, 0, (1 - poisson) / 2]])


def bilayer(ratio, E_film, initial_stress):
    """Curvatures times h_s and mean relaxed film stress; z is in units of h_s."""
    C_sub = plane_stress_matrix(E_s, nu_s)
    C_film = plane_stress_matrix(E_film, nu_film)
    matrix, force = np.zeros((6, 6)), np.zeros(6)
    nodes, node_weights = leggauss(3)
    layers = ((-0.5, 0.5, C_sub, np.zeros(3)),
              (0.5, 0.5 + ratio, C_film, np.asarray(initial_stress)))
    for bottom, top, C, stress in layers:
        for node, weight in zip(nodes, node_weights):
            z = (top + bottom) / 2 + node * (top - bottom) / 2
            w = weight * (top - bottom) / 2
            B = np.hstack([np.eye(3), -z * np.eye(3)])
            matrix += w * B.T @ C @ B
            force -= w * B.T @ stress
    solution = np.linalg.solve(matrix, force)
    film_strain = solution[:3] - (0.5 + ratio / 2) * solution[3:]
    return solution[3:], np.asarray(initial_stress) + C_film @ film_strain


film_moduli = (0.5, 2.0)
ratios = (1e-3, 1e-4)
initial = np.array([sigma_x, sigma_y, 0.0])
initial_errors = {}
relaxed_coefficients = []
for E_film in film_moduli:
    for ratio in ratios:
        curvature, relaxed = bilayer(ratio, E_film, initial)
        initial_errors[E_film, ratio] = (
            curvature[0] / stoney(sigma_x, sigma_y, ratio, 1.0) - 1)
        relaxed_error = (
            curvature[0] / stoney(relaxed[0], relaxed[1], ratio, 1.0) - 1)
        relaxed_coefficients.append(relaxed_error / ratio)
    # A tenfold thinner film must have a tenfold smaller relative error.
    quotient = initial_errors[E_film, 1e-3] / initial_errors[E_film, 1e-4]
    assert abs(quotient / 10 - 1) < 0.05
    assert abs(initial_errors[E_film, 1e-4]) < 2e-3
# With the relaxed stress the first-order coefficient is one for both films.
assert np.allclose(relaxed_coefficients, 1, atol=0.01)

# Rotated stress: curvature must have the same rotated principal axes.
angle = np.deg2rad(30)
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
rotated_stress = rotation @ np.diag([sigma_x, sigma_y]) @ rotation.T
rotated_initial = [rotated_stress[0, 0], rotated_stress[1, 1],
                   rotated_stress[0, 1]]
small_ratio = 1e-5
c, _ = bilayer(small_ratio, 2.0, rotated_initial)
curvature_tensor = np.array([[c[0], c[2] / 2], [c[2] / 2, c[1]]])
back_rotated = rotation.T @ curvature_tensor @ rotation
expected = np.diag([stoney(sigma_x, sigma_y, small_ratio, 1.0),
                    stoney(sigma_y, sigma_x, small_ratio, 1.0)])
assert np.max(np.abs(back_rotated - expected)) < 1e-3 * expected[0, 0]

example_curvature, _ = bilayer(h_f / h_s, 2.0, initial)
example_error = example_curvature[0] / (kappa_x * h_s) - 1
bow_x = kappa_x * length_x**2 / 8
assert kappa_x > 0 > kappa_y
assert abs(bow_x) < 0.01 * h_s

print(f"substrate Young modulus: {E_s:.3f} eV/angstrom^3")
print(f"substrate Poisson ratio: {nu_s:.2f} (no unit)")
print(f"substrate thickness: {h_s:.3e} angstrom")
print(f"film thickness: {h_f:.3e} angstrom")
print(f"film stress along x: {sigma_x:.4f} eV/angstrom^3")
print(f"film stress along y: {sigma_y:.4f} eV/angstrom^3")
print(f"plate length along x: {length_x:.3e} angstrom")
print(f"plate length along y: {length_y:.3e} angstrom")
print(f"sigma_x - nu_s sigma_y: {sigma_x-nu_s*sigma_y:.5f} eV/angstrom^3")
print(f"sigma_y - nu_s sigma_x: {sigma_y-nu_s*sigma_x:.5f} eV/angstrom^3")
print(f"formula kappa_x: {kappa_x:.4e} 1/angstrom")
print(f"formula kappa_y: {kappa_y:.4e} 1/angstrom")
print(f"kappa_x converted: {kappa_x/angstrom:.5f} 1/m")
print(f"kappa_y converted: {kappa_y/angstrom:.5f} 1/m")
print(f"3D plate-average kappa_x: {average_3d[0]:.4e} 1/angstrom")
print(f"3D plate-average kappa_y: {average_3d[1]:.4e} 1/angstrom")
print(f"3D central-half kappa_x: {central_3d[0]:.4e} 1/angstrom")
print(f"3D central-half kappa_y: {central_3d[1]:.4e} 1/angstrom")
print(f"mean substrate strain along x: {stretch_3d[0]:.4e} (no unit)")
print(f"mean substrate strain along y: {stretch_3d[1]:.4e} (no unit)")
print(f"bow along x: {bow_x:.1f} angstrom")
print(f"bow / substrate thickness: {bow_x/h_s:.3e} (no unit)")
print(f"recovered sigma_x: {recovered_x:.6f} eV/angstrom^3")
print(f"recovered sigma_y: {recovered_y:.6f} eV/angstrom^3")
print(f"equal-stress estimate from kappa_x: {equal_stress_guess:.6f} "
      "eV/angstrom^3")
print(f"its relative error in sigma_x: "
      f"{100*(equal_stress_guess/sigma_x-1):.2f} percent")
print(f"bilayer film Poisson ratio: {nu_film:.2f} (no unit)")
for E_film in film_moduli:
    for ratio in ratios:
        print(f"film modulus {E_film:.1f} eV/angstrom^3, h_f/h_s {ratio:.0e}: "
              f"kappa_x deviation {100*initial_errors[E_film, ratio]:.4f} percent")
print(f"relaxed-stress correction / (h_f/h_s), smallest: "
      f"{min(relaxed_coefficients):.4f} (no unit)")
print(f"relaxed-stress correction / (h_f/h_s), largest: "
      f"{max(relaxed_coefficients):.4f} (no unit)")
print(f"example h_f/h_s: {h_f/h_s:.1e} (no unit)")
print(f"example kappa_x deviation, film modulus 2.0 eV/angstrom^3: "
      f"{100*example_error:.4f} percent")
print("tests ok")
```

Running it gives:

```
substrate Young modulus: 1.000 eV/angstrom^3
substrate Poisson ratio: 0.25 (no unit)
substrate thickness: 5.000e+06 angstrom
film thickness: 1.000e+03 angstrom
film stress along x: 0.0060 eV/angstrom^3
film stress along y: 0.0010 eV/angstrom^3
plate length along x: 1.000e+08 angstrom
plate length along y: 8.000e+07 angstrom
sigma_x - nu_s sigma_y: 0.00575 eV/angstrom^3
sigma_y - nu_s sigma_x: -0.00050 eV/angstrom^3
formula kappa_x: 1.3800e-12 1/angstrom
formula kappa_y: -1.2000e-13 1/angstrom
kappa_x converted: 0.01380 1/m
kappa_y converted: -0.00120 1/m
3D plate-average kappa_x: 1.3800e-12 1/angstrom
3D plate-average kappa_y: -1.2000e-13 1/angstrom
3D central-half kappa_x: 1.3807e-12 1/angstrom
3D central-half kappa_y: -1.1982e-13 1/angstrom
mean substrate strain along x: -1.1500e-06 (no unit)
mean substrate strain along y: 1.0000e-07 (no unit)
bow along x: 1725.0 angstrom
bow / substrate thickness: 3.450e-04 (no unit)
recovered sigma_x: 0.006000 eV/angstrom^3
recovered sigma_y: 0.001000 eV/angstrom^3
equal-stress estimate from kappa_x: 0.007667 eV/angstrom^3
its relative error in sigma_x: 27.78 percent
bilayer film Poisson ratio: 0.30 (no unit)
film modulus 0.5 eV/angstrom^3, h_f/h_s 1e-03: kappa_x deviation -0.1024 percent
film modulus 0.5 eV/angstrom^3, h_f/h_s 1e-04: kappa_x deviation -0.0102 percent
film modulus 2.0 eV/angstrom^3, h_f/h_s 1e-03: kappa_x deviation -0.7048 percent
film modulus 2.0 eV/angstrom^3, h_f/h_s 1e-04: kappa_x deviation -0.0709 percent
relaxed-stress correction / (h_f/h_s), smallest: 1.0000 (no unit)
relaxed-stress correction / (h_f/h_s), largest: 1.0000 (no unit)
example h_f/h_s: 2.0e-04 (no unit)
example kappa_x deviation, film modulus 2.0 eV/angstrom^3: -0.1417 percent
tests ok
```
